\section*{Why channelled boron goes deeper in silicon: density and nuclear contributions}

\section{The decision that depends on the answer}

An implantation calculation for boron in silicon must choose an electronic stopping law for the ions that enter along an open crystal axis. One choice is a single friction coefficient, averaged over the crystal, for every ion. The other lets the friction follow the electron density along each path. For boron slowing from 10 to 1 keV along $\langle110\rangle$, the first choice gives a channelled depth of 207 nm and the second gives 341 nm for an ion that keeps a transverse energy of 6 eV. In this model, which builds the density from free atoms, the averaged coefficient thus loses 39\% of the local-density depth; a bonded crystal density raises the figure to about 45\%.

Density variation is nevertheless not the whole reason why channelled ions go deeper. In a random direction the path is only 68 nm, because close collisions with nuclei also take energy. The two contributions are isolated below and then weighed.

Derivations use atomic units ($\hbar=m_e=e=1$); friction coefficients stay in these units, energies are quoted in eV or keV and depths in nm. The ion has charge number $Z_1=5$, mass $M=11.0$ u and speed $v$. The lattice is static and perfect, with a rough lattice constant $a=0.54$ nm.

\section{Friction in a uniform electron gas}

\subsection{From scattering to a force linear in speed}

Let the ion move along $+z$ through independent electrons of density $n=k_F^3/(3\pi^2)$. In its rest frame every electron velocity is shifted by $-\mathbf v$, so the occupied states satisfy $|\mathbf k+\mathbf v|<k_F$. The ion is heavy, so scattering there is elastic. Pauli blocking drops out of the net rate between two states, since
\[
f(1-f')-f'(1-f)=f-f'.
\]
An electron deflected by $\theta$ gives up, on average over azimuth, the momentum $\mathbf k(1-\cos\theta)$. Its speed is $k$, so the force on the ion is
\begin{equation}
\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f(\mathbf k)\,k\,\mathbf k\,\sigma_{\rm tr}(k),
\quad
\sigma_{\rm tr}=\int(1-\cos\theta)\frac{d\sigma}{d\Omega}d\Omega .
\end{equation}
To first order in $v$, $|\mathbf k+\mathbf v|\simeq k+v\cos\vartheta$, where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf v$. Hence
\[
f\simeq\Theta(k_F-k)-v\cos\vartheta\,\delta(k-k_F).
\]
The first term is isotropic and gives no force. The second gives
\begin{align}
F_z&=-\frac{v}{4\pi^3}\int_0^\infty k^4\sigma_{\rm tr}\,\delta(k-k_F)\,dk\int\cos^2\vartheta\,d\Omega\nonumber\\
&=-\frac{v}{4\pi^3}\,k_F^4\sigma_{\rm tr}(k_F)\,\frac{4\pi}{3}=-Qv,\\
Q&=\frac{k_F^4\sigma_{\rm tr}(k_F)}{3\pi^2}=n\,k_F\,\sigma_{\rm tr}(k_F).
\label{eq:Q}
\end{align}
Linearity requires $v\ll k_F$ and a cross section that varies little over $k_F\pm v$. At 10 keV, $v_0=0.1915$. For $r_s=(3/4\pi n)^{1/3}=3$, close to the value at the channel centre, the full displaced-sphere integral exceeds $Qv_0$ by 2\%.

\subsection{The transport cross section}

With phase shifts $\delta_l$, the scattering amplitude is $k^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l P_l(\cos\theta)$. Two Legendre integrals are needed:
\[
\int_{-1}^{1}P_l^2\,d\mu=\frac{2}{2l+1},\qquad
\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .
\]
The part without $\cos\theta$ uses the first. The part with $\cos\theta$ couples only neighbouring $l$, and each pair occurs twice:
\begin{align}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\Big[&\sum_l(2l+1)\sin^2\delta_l\nonumber\\
&-2\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\Big].
\end{align}
Since $2l+1=(l+1)+l$, relabelling the second piece turns the first sum into $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. Squaring $\sin(A-B)=\sin A\cos B-\cos A\sin B$ and replacing $\cos^2$ by $1-\sin^2$ gives
\[
\sin^2(A-B)=\sin^2A+\sin^2B-2\sin A\sin B\cos(A-B).
\]
Therefore
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}).
\end{equation}

\subsection{Fixing the screening}

The electron--ion potential is modelled as $V=-Z_1e^{-\alpha r}/r$. To find $\alpha$, enclose the ion in a large sphere of radius $R$. The condition $kR-l\pi/2+\delta_l=\nu\pi$ shows that the ion adds $\delta_l/\pi$ states below $k$ for each $m$ and spin. If $\delta_l$ is the absolute phase, which vanishes as $k\to\infty$, this count includes bound states. Complete screening then requires
\begin{equation}
\frac{2}{\pi}\sum_l(2l+1)\delta_l(k_F)=Z_1 .
\label{eq:friedel}
\end{equation}

This has at most one solution. Let $u$ and $\tilde u$ be radial functions for $V$ and $V+\delta V$, both regular at the origin and of unit amplitude at infinity. Their equations give $(u\tilde u'-\tilde uu')'=2\,\delta V\,u\tilde u$. The bracket vanishes at the origin and tends to $k\sin(\delta_l-\tilde\delta_l)$ at infinity, so to first order
\[
\tilde\delta_l-\delta_l=-\frac2k\int_0^\infty u^2\,\delta V\,dr .
\]
Increasing $\alpha$ makes $\delta V$ positive and lowers every phase, so the left side of (\ref{eq:friedel}) is monotonic in $\alpha$.

\subsection{What a change of density does}

Equation (\ref{eq:Q}) has three factors, which can be followed from $r_s=2$, the mean density of silicon's valence electrons, to $r_s=3$. The density falls by $(2/3)^3=0.296$ and $k_F$ by $2/3$. The cross section moves the other way, from 24.0 to 46.7 bohr$^2$, a factor of 1.946. Together,
\[
0.296\times0.667\times1.946=0.384,
\]
in agreement with the calculated $Q$, which falls from 0.688 to 0.264. The larger cross section partly offsets the fall in density and in $k_F$. Scaling friction in proportion to density would therefore exaggerate the advantage of the channel.

\section{Friction inside the crystal}

\subsection{The local-density step}

The coefficient at position $\mathbf r$ is taken to be $Q(n(\mathbf r))$, as if the surrounding gas were uniform. This is an approximation, because the density changes appreciably over the screening length. The density is a superposition of spherically averaged valence densities of free silicon atoms, from a restricted open-shell Hartree--Fock calculation in the cc-pVTZ basis. It omits electron correlation and the charge that bonding moves between atoms. Core electrons are assumed not to contribute. The band gap is ignored, which is a serious limitation at low speed. In a free-electron gas one collision can give an electron at most about $2k_Fv$. At the channel centre this is 2.1 eV for a 1 keV ion, not far above silicon's gap of 1.1 eV, so the friction may be overestimated towards the end of the path.

An ion moving nearly parallel to the axis passes one atomic period $d=0.382$ nm with little change in its transverse position $\boldsymbol\rho$. It feels
\begin{equation}
\bar Q(\boldsymbol\rho)=\frac1d\int_0^dQ\big(n(\boldsymbol\rho,z)\big)\,dz .
\end{equation}
At the channel centre the axial mean density is 0.0091 bohr$^{-3}$, against 0.0301 for the cell, a ratio of 0.30. The friction is 0.270 against a cell mean of 0.672, a ratio of 0.40. These centre values belong to the superposed-atom model. Bonding draws charge out of the channel: pseudopotential densities of the crystal give about 0.0056 bohr$^{-3}$ and a friction of about 0.21 at the centre, with the cell mean almost unchanged. The density gains below are therefore too small for well-channelled ions.

\subsection{Which densities an ion can reach}

The repulsion from the atomic rows decides how far an ion strays from the centre. The ion--atom potential is the Ziegler--Biersack--Littmark (ZBL) universal form,
\[
V_a(r)=\frac{Z_1Z_2}{r}\sum_{i=1}^4c_ie^{-b_ir/a_u},\qquad
a_u=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},
\]
with $Z_2=14$, $c=(0.1818,0.5099,0.2802,0.02817)$ and $b=(3.2,0.9423,0.4029,0.2016)$. Averaging it along a row needs one integral. With $z=\rho\sinh t$,
\[
\int_{-\infty}^{\infty}\frac{e^{-\kappa\sqrt{\rho^2+z^2}}}{\sqrt{\rho^2+z^2}}dz
=2\int_0^\infty e^{-\kappa\rho\cosh t}dt=2K_0(\kappa\rho),
\]
where $K_0$ is the modified Bessel function. The sum over rows at $\boldsymbol\rho_s$ is
\begin{equation}
U(\boldsymbol\rho)=\frac{2Z_1Z_2}{d}\sum_s\sum_ic_iK_0\!\left(\frac{b_i|\boldsymbol\rho-\boldsymbol\rho_s|}{a_u}\right).
\end{equation}
An ion entering parallel to the axis at $\boldsymbol\rho_0$ has no transverse velocity. Its transverse energy above the channel minimum is
\[
E_\perp=U(\boldsymbol\rho_0)-U_{\min}.
\]
The entry point thus sets the accessible region, and the loss depends on that whole region rather than on the initial impact parameter alone.

If $E_\perp$ is conserved and the transverse motion is statistically mixed, the probability of finding the ion at $\boldsymbol\rho$ is proportional to
\begin{align}
&\int d^2p\;\delta\!\left(E_\perp-\frac{p^2}{2M}-U+U_{\min}\right)\nonumber\\
&\quad=2\pi\int_0^\infty p\,dp\;\delta\!\left(E_\perp-\frac{p^2}{2M}-U+U_{\min}\right)=2\pi M ,
\end{align}
wherever $U-U_{\min}<E_\perp$, and zero elsewhere. The last step uses $p\,dp=M\,d(p^2/2M)$. In two transverse dimensions the distribution is uniform over the accessible area $A$, so
\begin{equation}
\langle Q\rangle=\frac1A\int_{U-U_{\min}<E_\perp}\bar Q(\boldsymbol\rho)\,d^2\rho .
\end{equation}

\section{Depth with electronic drag alone}

Along the channel $M\,dv/dt=-\langle Q\rangle v$. Since $dv/dt=v\,dv/dz$, one factor of $v$ cancels:
\begin{equation}
M\frac{dv}{dz}=-\langle Q\rangle,\qquad
L=\frac{M(v_0-v_1)}{\langle Q\rangle}.
\label{eq:L}
\end{equation}
Speed falls linearly with depth. Here $v_0-v_1=0.1915-0.0605=0.1310$. With 1 u $=1823\,m_e$ and 1 bohr $=0.0529$ nm, $M(v_0-v_1)=2.63\times10^3$ in atomic units, so that
\[
L\simeq\frac{139\ {\rm nm}}{\langle Q\rangle}.
\]
For $E_\perp=6$ eV, $\langle Q\rangle=0.408$ and $L=341$ nm. The cell mean 0.672 gives the reference length $L_e=207$ nm. The results by transverse energy are:

\begin{center}
\begin{tabular}{ccccc}
$E_\perp$ (eV) & Beam share & $\langle Q\rangle$ & $L$ (nm) & $L/L_e$\\
2 & 12\% & 0.321 & 432 & 2.09\\
6 & 29\% & 0.408 & 341 & 1.65\\
10 & 45\% & 0.482 & 288 & 1.39\\
20 & 64\% & 0.556 & 250 & 1.21
\end{tabular}
\end{center}

The beam share is the fraction of a uniform parallel beam that enters with less than the stated $E_\perp$, before any scattering at the surface. A finer mesh moves the shares by up to one percentage point and the depths by about 1\%. Ions at 10 and 20 eV can cross the 9.0 eV barrier into neighbouring channels. These channels are equivalent, so the area average still applies.

Two limits frame the table. As $E_\perp\to0$ the ion stays at the centre, and the density gain tends to $0.672/0.270=2.49$, or a depth of about 515 nm. As the accessible area grows to the whole cell, $\langle Q\rangle$ tends to the cell mean and the gain tends to one. The density contribution is therefore a property of the ion's transverse energy, not a single number for the crystal.

\subsection{When transverse energy is not conserved}

Equation (\ref{eq:L}) was tested against three-dimensional trajectories through discrete, fixed atoms, with the drag evaluated at each position. With drag acting only along the axis, as constant $E_\perp$ assumes, the mean depths are 433 nm at 2 eV and 342 nm at 6 eV. Both agree with the formula to within 1\%.

Real drag also damps the transverse motion. With drag in all directions the depths rise to 457 and 382 nm, by 6\% and 12\% relative to the axial-drag runs. A harmonic channel with constant $Q$ shows the tendency. Its mean transverse kinetic energy is half of $E_\perp$, so $M\langle v_\perp^2\rangle=E_\perp$ and
\[
\frac{dE_\perp}{dt}=-Q\langle v_\perp^2\rangle=-\frac QM E_\perp,\qquad
\frac{dv}{dt}=-\frac QM v .
\]
Both decay at the same rate, hence $E_\perp\propto v$. Between 10 and 1 keV the speed falls to 0.316 of its initial value, which would take 6 eV down to 1.9 eV. In a static lattice the ion therefore drifts towards lower density as it slows. The 382 nm depth indeed lies between the constant-$E_\perp$ values for 6 and 2 eV. Thermal vibrations and electronic scattering, left out here, heat the transverse motion. They oppose this drift and can cancel it, so the longer depths apply only to the static lattice.

\section{The nuclear contribution}

In a random direction the ion also transfers energy to recoiling atoms. Let $M_2=28.1$ u be the target mass. In the centre-of-mass frame the target moves at $Mv/(M+M_2)$, and a collision turns its velocity through $\theta$. Its velocity changes by $2Mv\sin(\theta/2)/(M+M_2)$, which is its final laboratory speed because it started at rest. The recoil energy is
\begin{equation}
T=\frac{M_2}{2}\left[\frac{2Mv}{M+M_2}\sin\frac\theta2\right]^2
=\frac{4MM_2}{(M+M_2)^2}E\sin^2\frac\theta2 .
\end{equation}
For impact parameter $b$ and centre-of-mass energy $E_c=M_2E/(M+M_2)$, classical motion gives
\[
\theta=\pi-2b\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-V_a(r)/E_c-b^2/r^2}},
\]
where $r_0$ is the turning point. With atomic density $N=8/a^3$, the nuclear stopping is $NS_n=N\int_0^\infty T\,2\pi b\,db$, and the random path length is
\begin{equation}
L_{\rm rand}=\int_{E_1}^{E_0}\frac{dE}{NS_n(E)+Q_{\rm cell}\,v(E)} .
\end{equation}
The cell mean $Q_{\rm cell}$ is appropriate because a straight random path samples the volume uniformly.

At 10 keV the nuclear and electronic parts are 80 and 66 eV/nm; at 1 keV they are 82 and 21 eV/nm. The electronic part falls in proportion to speed, while the nuclear part has nearly the same value at both ends. The integral gives $L_{\rm rand}=67.6$ nm. This is the length of a path bent by collisions, so the corresponding depth is no greater.

\section{Weighing the two contributions}

Inserting $L_e$ between the two lengths separates the gain:
\begin{equation}
\frac{L}{L_{\rm rand}}=
\underbrace{\frac{L_e}{L_{\rm rand}}}_{\text{no nuclear loss}}\times
\underbrace{\frac{Q_{\rm cell}}{\langle Q\rangle}}_{\text{lower density}} .
\end{equation}
For $E_\perp=6$ eV the numbers are
\[
\frac{206.7}{67.6}\times\frac{0.672}{0.408}=3.06\times1.65=5.04 .
\]
Removing nuclear collisions is the larger factor. With superposed atoms it also exceeds the limiting density factor of 2.49 at $E_\perp\to0$, but that order is not secure. A bonded crystal density raises the limit to about 3.2, and the nuclear factor falls to 2.49 if every $Q$ is multiplied by 1.4 or the entry energy is raised to about 20 keV. For the best-channelled ions the two factors are comparable.

The product does not depend on the order in which the contributions are introduced, but the individual factors do. Suppose the density is lowered first, with nuclear loss still present. At a given energy the stopping then falls by
\[
\frac{NS_n+Q_{\rm cell}v}{NS_n+\langle Q\rangle v}<\frac{Q_{\rm cell}}{\langle Q\rangle},
\]
since the same positive term has been added to numerator and denominator of a ratio above one. At 10 keV the channel's electronic stopping is $66.2/1.648=40.2$ eV/nm, and the ratio is $(80.3+66.2)/(80.3+40.2)=1.22$. At 1 keV it is $(82.2+20.9)/(82.2+12.7)=1.09$. Low density thus has a weaker effect while nuclear collisions are present. It acquires its full weight once channelling has suppressed them.

This ordering also shows which errors matter. Multiplying every $Q$ by a common factor leaves $Q_{\rm cell}/\langle Q\rangle$ unchanged, but it rescales the channelled depth inversely and alters the nuclear factor. An error in the shape of $Q(n)$, or in the density near the channel centre, enters the density factor directly. The Yukawa potential, the local-density step, the missing bonding charge and the neglected band gap can all cause such errors. A self-consistent crystal density lengthens the 6 eV depth from 341 to about 375 nm and the 2 eV depth from 432 to about 530 nm. A screened potential with a separate tight K shell lowers $Q$ by 15--19\% and lengthens the 6 eV depth to about 405 nm, while it changes the density factor by only 4\%. The errors from the local-density step and the band gap are not estimated here.

The channelled depths describe ions that remain channelled and lose no energy to recoils. Residual nuclear loss would shorten them, while vibrations, defects and a surface oxide can scatter ions out of the channel. The calculation stops at 1 keV for this reason: by (\ref{eq:L}), a further $v_1/v_0=32\%$ of the full electronic range would lie below that energy, where the neglected processes have the most time to act. A measured depth profile records where ions stop, and it mixes ions of all transverse energies with ions that leave their channels. The lengths given here are depths at which a channelled ion still has 1 keV, so they should not be read as positions of features in such a profile. The friction table and the remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
ion mass 11.0 u, target mass 28.1 u, lattice 0.54 nm
atomic spacing along <110>: 0.3818 nm
energies: 10.0 to 1.0 keV
speeds v0, v1: 0.1915, 0.0605 a.u.
rs (bohr) | alpha (1/bohr) | sigma_tr (bohr^2) | Q (a.u.)
  1.00 | 1.8171 | 6.740 | 3.0880
  1.25 | 1.6881 | 10.775 | 2.0220
  1.50 | 1.5992 | 15.165 | 1.3725
  1.75 | 1.5346 | 19.617 | 0.9583
  2.00 | 1.4850 | 24.015 | 0.6877
  2.25 | 1.4451 | 28.496 | 0.5094
  2.50 | 1.4118 | 33.431 | 0.3921
  2.75 | 1.3833 | 39.337 | 0.3151
  3.00 | 1.3582 | 46.734 | 0.2643
  3.50 | 1.3162 | 67.391 | 0.2058
  4.00 | 1.2822 | 96.104 | 0.1720
  5.00 | 1.2317 | 169.518 | 0.1243
largest phase difference, two methods (rs=3): 2.8e-07 rad
drag/(Q v) at rs=3: v=0.03: 1.0005; v0: 1.0202
valence electrons: atom 4.0000, cell 15.980
cell share with rs<1 (Q held at rs=1): 0.00 %
mean density: cell 0.03008, centre 0.00912 bohr^-3
mean Q: cell 0.6720, channel centre 0.2697 a.u.
string potential at centre: 5.42 eV
barrier to next channel: 8.96 eV
E_perp eV | closest nm | beam share % | Q a.u. | depth nm | Q_cell/Q
  2 | 0.141 | 11.6 | 0.3214 | 432.1 | 2.091
  6 | 0.113 | 28.7 | 0.4078 | 340.6 | 1.648
  10 | 0.096 | 45.4 | 0.4821 | 288.2 | 1.394
  20 | 0.075 | 64.4 | 0.5564 | 249.7 | 1.208
trajectory depth, E_perp 2 eV: axial drag only 432.6 nm, full drag 457.4 nm
trajectory depth, E_perp 6 eV: axial drag only 342.3 nm, full drag 382.2 nm
nuclear stopping at 10, 1 keV: 80.3, 82.2 eV/nm
cell-mean electronic stopping at 10, 1 keV: 66.2, 20.9 eV/nm
largest deviation of nuclear integral from fit: 0.8 %
random path with nuclear stopping: 67.6 nm
path with cell-mean electronic drag only: 206.7 nm
gain from absent nuclear stopping: 3.059
gain from density, E_perp 6 eV: 1.648
total gain, E_perp 6 eV: 5.041
\end{verbatim}
